# Spin projection and de Gennes scaling in the heavy lanthanides: a program that tests the result

```python
# Result under test: inside one J level of a 4f ion the spin acts as
# S = (g-1) J, and ions coupled by -I_ij S_i.S_j (each pair once) order in
# mean-field theory at k_B T = (g-1)^2 J(J+1) I(Q) / 3.
# Symbols: S, L, J = spin, orbital, total angular momentum (hbar = 1);
# g = Lande factor for electron spin g-factor 2; kappa = g-1;
# G = kappa^2 J(J+1), the de Gennes factor; zeta = spin-orbit constant;
# I(Q) = largest Fourier component of the spin-spin coupling;
# Gamma = exchange constant between a 4f spin and conduction electrons;
# D = strength of an axial crystal-field term D Jz^2. Energies are in eV.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import brentq

K_B = constants.k / constants.e


def angular_momentum(j):
    """Return (Jz, J+) in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1))
    return np.diag(m), np.diag(raising, 1)


def coupled(a, b):
    """Scalar product of two vector operators on a product space."""
    return np.kron(a[0], b[0]) + 0.5 * (np.kron(a[1], b[1].T)
                                        + np.kron(a[1].T, b[1]))


def on_left(vector, dim):
    return tuple(np.kron(op, np.eye(dim)) for op in vector)


def on_right(vector, dim):
    return tuple(np.kron(np.eye(dim), op) for op in vector)


def lande_g(L, S, J):
    top = J * (J + 1) + S * (S + 1) - L * (L + 1)
    return 1 + top / (2 * J * (J + 1))


def one_body_terms(matrix):
    rows, cols = np.nonzero(matrix)
    return [(int(a), int(b), float(matrix[a, b])) for a, b in zip(rows, cols)]


def apply_terms(terms, state):
    """Apply a one-body operator to a state {determinant bits: amplitude}."""
    result = {}
    for det, amplitude in state.items():
        for a, b, value in terms:
            if (det >> b) & 1:
                rest = det ^ (1 << b)
                if not (rest >> a) & 1:
                    swaps = ((rest & ((1 << a) - 1)).bit_count()
                             + (rest & ((1 << b) - 1)).bit_count())
                    new = rest | (1 << a)
                    sign = -1.0 if swaps % 2 else 1.0
                    result[new] = (result.get(new, 0.0)
                                   + sign * value * amplitude)
    return result


def overlap(x, y):
    return sum(amp * y.get(det, 0.0) for det, amp in x.items())


def normalized(x):
    size = np.sqrt(overlap(x, x))
    return {det: amp / size for det, amp in x.items()}


def expectation(terms, x):
    return overlap(x, apply_terms(terms, x))


# ---- 4f ions from explicit many-electron determinants -------------------
spin_half = angular_momentum(0.5)
orb = on_left(angular_momentum(3), 2)
spn = on_right(spin_half, 7)
Lz, Lp = (one_body_terms(op) for op in orb)
Sz, Sp = (one_body_terms(op) for op in spn)
Lminus = one_body_terms(orb[1].T)
Jminus = one_body_terms(orb[1].T + spn[1].T)
spin_orbit = one_body_terms(coupled(angular_momentum(3), spin_half))

ions = []
for k, name in enumerate(["Gd", "Tb", "Dy", "Ho", "Er", "Tm", "Yb"]):
    bits = sum(1 << (2 * i) for i in range(7))
    bits += sum(1 << (2 * i + 1) for i in range(k))
    top = {bits: 1.0}
    # a state annihilated by L+ and S+ has L = M_L and S = M_S
    for raising in (Lp, Sp):
        lifted = apply_terms(raising, top)
        assert overlap(lifted, lifted) < 1e-20
    S, L = expectation(Sz, top), expectation(Lz, top)
    J = S + L
    assert abs(S - (7 - k) / 2) < 1e-12
    assert abs(L - k * (7 - k) / 2) < 1e-12
    level = [top]
    for _ in range(int(round(2 * J))):
        level.append(normalized(apply_terms(Jminus, level[-1])))
    below = apply_terms(Jminus, level[-1])
    assert overlap(below, below) < 1e-16
    g = lande_g(L, S, J)
    kappa = g - 1
    for terms, j_matrix in zip((Sz, Sp), angular_momentum(J)):
        images = [apply_terms(terms, state) for state in level]
        s_matrix = np.array([[overlap(x, y) for y in images] for x in level])
        assert np.allclose(s_matrix, kappa * j_matrix, atol=1e-9)
    assert abs(kappa - 1 / (k + 1)) < 1e-12
    G = kappa**2 * J * (J + 1)
    closed = (7 - k) * ((7 - k) * (k + 1) + 2) / (4 * (k + 1))
    assert abs(G - closed) < 1e-12
    gap = None
    if k > 0:
        # state of the next level J-1 with M = J-1, by orthogonalization
        trial, partner = apply_terms(Lminus, top), level[1]
        c = overlap(partner, trial)
        upper = normalized({d: trial.get(d, 0.0) - c * partner.get(d, 0.0)
                            for d in set(trial) | set(partner)})
        gap = expectation(spin_orbit, upper) - expectation(spin_orbit, top)
        assert abs(gap - (k + 1) / 2) < 1e-9
    ions.append(dict(name=name, n=7 + k, S=S, L=L, J=J, g=g,
                     kappa=kappa, G=G, gap=gap))

# ---- projection for every J of one term, not only J = L+S ---------------
L_test, S_test = 6, 1.5
L_vec, S_vec = angular_momentum(L_test), angular_momentum(S_test)
values, vectors = np.linalg.eigh(coupled(L_vec, S_vec))
L_full, S_full = on_left(L_vec, 4), on_right(S_vec, 13)
for J in (4.5, 5.5, 6.5, 7.5):
    target = (J * (J + 1) - L_test * (L_test + 1)
              - S_test * (S_test + 1)) / 2
    basis = vectors[:, np.abs(values - target) < 1e-8]
    assert basis.shape[1] == int(2 * J + 1)
    for l_op, s_op in zip(L_full, S_full):
        left = basis.T @ s_op @ basis
        right = basis.T @ (l_op + s_op) @ basis
        assert np.allclose(left, (lande_g(L_test, S_test, J) - 1) * right,
                           atol=1e-9)


def heisenberg_levels(strength, J):
    """Sorted levels of strength * J1.J2 for two equal momenta J."""
    levels = []
    for F in range(int(round(2 * J)) + 1):
        energy = strength * (F * (F + 1) - 2 * J * (J + 1)) / 2
        levels += [energy] * (2 * F + 1)
    return np.sort(levels)


# ---- two complete Yb3+ ions: spin-orbit coupling plus spin exchange -----
yb = ions[-1]
zeta, pair_I = 0.3, 0.001
ion_so = -zeta * coupled(angular_momentum(3), spin_half)
ion_spin = on_right(spin_half, 7)
pair_so = np.kron(ion_so, np.eye(14)) + np.kron(np.eye(14), ion_so)
pair_exchange = coupled(ion_spin, ion_spin)
ground = 2 * np.linalg.eigvalsh(ion_so)[0]
pair_errors = []
for strength in (pair_I, pair_I / 2):
    exact = np.linalg.eigvalsh(pair_so - strength * pair_exchange)[:64]
    model = heisenberg_levels(-strength * yb["kappa"]**2, yb["J"])
    pair_errors.append(np.max(np.abs(exact - ground - model)))
pair_spread = np.ptp(heisenberg_levels(-pair_I * yb["kappa"]**2, yb["J"]))
assert pair_errors[0] < 0.02 * pair_spread
assert abs(pair_errors[0] / pair_errors[1] - 4) < 0.2

# ---- coupling carried by electrons: three-site ring, two electrons ------
hopping, Gamma = 1.0, 0.01
dets = [(1 << a) | (1 << b) for a, b in combinations(range(6), 2)]
position = {det: i for i, det in enumerate(dets)}


def many_body(matrix):
    result = np.zeros((len(dets), len(dets)))
    terms = one_body_terms(matrix)
    for col, det in enumerate(dets):
        for new, amp in apply_terms(terms, {det: 1.0}).items():
            result[position[new], col] += amp
    return result


H_el = many_body(np.kron(-hopping * (np.ones((3, 3)) - np.eye(3)), np.eye(2)))
site_spin = []
for site in (0, 1):
    here = np.zeros((3, 3))
    here[site, site] = 1
    site_spin.append(tuple(many_body(np.kron(here, op)) for op in spin_half))
E_el, V_el = np.linalg.eigh(H_el)
amp_a = V_el[:, 0] @ site_spin[0][0] @ V_el[:, 1:]
amp_b = V_el[:, 0] @ site_spin[1][0] @ V_el[:, 1:]
chi = 2 * np.sum(amp_a * amp_b / (E_el[1:] - E_el[0]))
J_yb = angular_momentum(yb["J"])
H_ring = np.kron(H_el, np.eye(64))
H_ring -= Gamma * yb["kappa"] * coupled(site_spin[0], on_left(J_yb, 8))
H_ring -= Gamma * yb["kappa"] * coupled(site_spin[1], on_right(J_yb, 8))
ring = np.linalg.eigvalsh(H_ring)[:64]
ring_model = heisenberg_levels(-Gamma**2 * chi * yb["kappa"]**2, yb["J"])
ring_error = (np.max(np.abs(ring - ring.mean() - ring_model))
              / np.ptp(ring_model))
assert ring_error < 0.01

# ---- one model stack of layers for all ions -----------------------------
I0, I1, I2 = 0.003, 0.001, -0.0005
angles = np.linspace(0, np.pi, 18001)
I_q = I0 + 2 * I1 * np.cos(angles) + 2 * I2 * np.cos(2 * angles)
turn, I_Q = angles[np.argmax(I_q)], np.max(I_q)
assert abs(turn - np.arccos(-I1 / (4 * I2))) < 1e-3
n_layers = 12
one = np.eye(n_layers)
layer_I = I0 * one
for shift, value in ((1, I1), (2, I2)):
    layer_I = layer_I + value * (np.roll(one, shift, axis=0)
                                 + np.roll(one, -shift, axis=0))


def relaxed_spins(J, kappa, kT):
    """Iterate the mean-field equations for all layers, random start."""
    m = np.diag(angular_momentum(J)[0])
    spins = kappa * J * np.random.default_rng(1).uniform(
        -1, 1, (n_layers, 3))
    for _ in range(3000):
        field = layer_I @ spins
        size = np.sqrt((field**2).sum(axis=1, keepdims=True)) + 1e-300
        weights = np.exp(kappa * size * m / kT)
        mean = kappa * (weights @ m) / weights.sum(axis=1)
        spins = mean[:, None] * field / size
    return spins


ordered, disordered = [], []
for ion in ions:
    ion["kT"] = ion["G"] * I_Q / 3
    full = ion["kappa"] * ion["J"]
    cold = relaxed_spins(ion["J"], ion["kappa"], 0.99 * ion["kT"])
    hot = relaxed_spins(ion["J"], ion["kappa"], 1.01 * ion["kT"])
    ordered.append(np.sqrt((cold**2).sum(axis=1).mean()) / full)
    disordered.append(np.sqrt((hot**2).sum(axis=1).mean()) / full)
    power = (np.abs(np.fft.rfft(cold, axis=0))**2).sum(axis=1)
    wave = np.argmax(power) * 2 * np.pi / n_layers
    assert abs(wave - turn) < 1e-3
assert min(ordered) > 0.05 and max(disordered) < 1e-8


# ---- axial crystal field: where the scaling law loses accuracy ----------
def kT_axial(ion, D):
    """Temperature at which infinitesimal order along z sustains itself:
    the coupling times (mean spin / field) must equal one."""
    m = np.diag(angular_momentum(ion["J"])[0])

    def excess_gain(kT):
        field = 1e-5 * kT
        energy = D * m**2 - ion["kappa"] * field * m
        weights = np.exp(-(energy - energy.min()) / kT)
        mean = ion["kappa"] * (weights @ m) / weights.sum()
        return I_Q * mean / field - 1

    return brentq(excess_gain, 0.5 * ion["kT"], 5 * ion["kT"], xtol=1e-15)


D_small, D_model = -1e-6, -1e-4
axial = []
for ion in (ions[1], ions[5]):
    J = ion["J"]
    slope = -(2 * J - 1) * (2 * J + 3) / 15
    shift = kT_axial(ion, D_small) - ion["kT"]
    assert abs(shift / (slope * D_small) - 1) < 0.02
    axial.append((ion, slope * D_model, kT_axial(ion, D_model)))

# ---- output -------------------------------------------------------------
print("Trivalent 4f ions (hbar = 1; gap to level J-1 in units of zeta)")
print("ion   n    S    L    J      g     g-1    gap")
for ion in ions:
    gap = "none" if ion["gap"] is None else f"{ion['gap']:.2f}"
    print(f"{ion['name']}  {ion['n']:3d}  {ion['S']:.1f}  {ion['L']:.1f}  "
          f"{ion['J']:.1f}  {ion['g']:.4f}  {ion['kappa']:.4f}  {gap}")
print(f"coupling sum within a layer I0 = {I0:.4f} eV")
print(f"coupling sum to one adjacent layer I1 = {I1:.4f} eV")
print(f"coupling sum to one second layer I2 = {I2:.4f} eV")
print(f"turn angle per layer = {np.degrees(turn):.2f} degrees")
print(f"largest coupling I(Q) = {I_Q:.5f} eV")
print(f"uniform coupling I(0) = {I_q[0]:.5f} eV")
print(f"Boltzmann constant = {K_B:.6e} eV/K")
print("Ordering: G, S(S+1), g^2J(J+1), ratio to Gd are pure numbers")
print("ion      G   S(S+1)  g^2J(J+1)  kT_ord/eV  T_ord/K  ratio")
for ion in ions:
    S, J = ion["S"], ion["J"]
    print(f"{ion['name']}  {ion['G']:8.4f}  {S * (S + 1):6.2f}  "
          f"{ion['g']**2 * J * (J + 1):8.2f}  {ion['kT']:10.6f}  "
          f"{ion['kT'] / K_B:7.1f}  {ion['kT'] / ions[0]['kT']:.4f}")
print(f"smallest ordered fraction at 0.99 T_ord = {min(ordered):.3f}")
print(f"largest ordered fraction at 1.01 T_ord = {max(disordered):.1e}")
print(f"axial crystal field D = {D_model:.1e} eV, order along z")
for ion, first_order, kT in axial:
    print(f"{ion['name']}: first-order shift of kT = {first_order:.6f} eV")
    print(f"{ion['name']}: full kT = {kT:.6f} eV, "
          f"ratio to D=0: {kT / ion['kT']:.3f}")
print(f"two Yb ions: zeta = {zeta:.2f} eV, I = {pair_I:.4f} eV")
print(f"spread of projected levels = {pair_spread:.3e} eV")
print(f"largest level error = {pair_errors[0]:.3e} eV")
print(f"error ratio when I is halved = {pair_errors[0]/pair_errors[1]:.3f}")
print(f"ring: hopping = {hopping:.2f} eV, Gamma = {Gamma:.3f} eV")
print(f"ring: chi_12 = {chi:.6f} 1/eV")
print(f"ring: I_12 = Gamma^2 chi_12 = {Gamma**2 * chi:.4e} eV")
print(f"ring: largest level error / spread = {ring_error:.2e}")
print("success")
```

Output:

```
Trivalent 4f ions (hbar = 1; gap to level J-1 in units of zeta)
ion   n    S    L    J      g     g-1    gap
Gd    7  3.5  0.0  3.5  2.0000  1.0000  none
Tb    8  3.0  3.0  6.0  1.5000  0.5000  1.00
Dy    9  2.5  5.0  7.5  1.3333  0.3333  1.50
Ho   10  2.0  6.0  8.0  1.2500  0.2500  2.00
Er   11  1.5  6.0  7.5  1.2000  0.2000  2.50
Tm   12  1.0  5.0  6.0  1.1667  0.1667  3.00
Yb   13  0.5  3.0  3.5  1.1429  0.1429  3.50
coupling sum within a layer I0 = 0.0030 eV
coupling sum to one adjacent layer I1 = 0.0010 eV
coupling sum to one second layer I2 = -0.0005 eV
turn angle per layer = 60.00 degrees
largest coupling I(Q) = 0.00450 eV
uniform coupling I(0) = 0.00400 eV
Boltzmann constant = 8.617333e-05 eV/K
Ordering: G, S(S+1), g^2J(J+1), ratio to Gd are pure numbers
ion      G   S(S+1)  g^2J(J+1)  kT_ord/eV  T_ord/K  ratio
Gd   15.7500   15.75     63.00    0.023625    274.2  1.0000
Tb   10.5000   12.00     94.50    0.015750    182.8  0.6667
Dy    7.0833    8.75    113.33    0.010625    123.3  0.4497
Ho    4.5000    6.00    112.50    0.006750     78.3  0.2857
Er    2.5500    3.75     91.80    0.003825     44.4  0.1619
Tm    1.1667    2.00     57.17    0.001750     20.3  0.0741
Yb    0.3214    0.75     20.57    0.000482      5.6  0.0204
smallest ordered fraction at 0.99 T_ord = 0.136
largest ordered fraction at 1.01 T_ord = 9.6e-15
axial crystal field D = -1.0e-04 eV, order along z
Tb: first-order shift of kT = 0.001100 eV
Tb: full kT = 0.016802 eV, ratio to D=0: 1.067
Tm: first-order shift of kT = 0.001100 eV
Tm: full kT = 0.002567 eV, ratio to D=0: 1.467
two Yb ions: zeta = 0.30 eV, I = 0.0010 eV
spread of projected levels = 5.714e-04 eV
largest level error = 1.820e-07 eV
error ratio when I is halved = 4.000
ring: hopping = 1.00 eV, Gamma = 0.010 eV
ring: chi_12 = -0.037037 1/eV
ring: I_12 = Gamma^2 chi_12 = -3.7037e-06 eV
ring: largest level error / spread = 4.02e-04
success
```
